# Mean and second moment of the squared Wigner d-functions

## Problem

Angular momenta are measured in units of $\hbar$, so that $[J_x,J_y]=iJ_z$ and cyclically. The states $|jm\rangle$ are the normalized common eigenstates of $J^2$ and $J_z$, with the phases chosen such that

$$J_+|jm\rangle=A_m|j,m+1\rangle,\qquad A_m=\sqrt{j(j+1)-m(m+1)}\ge 0 .$$

The Wigner d-function for a rotation by the angle $\beta$ about the $y$ axis is

$$d^j_{m'm}(\beta)=\langle jm'|e^{-i\beta J_y}|jm\rangle .$$

Keep $j$ and $m$ fixed and regard $P(m')=[d^j_{m'm}(\beta)]^2$ as a function of $m'=-j,\dots,j$.

**(a)** Show that $P$ is a probability distribution with

$$\sum_{m'}m'P(m')=m\cos\beta,$$

$$\sum_{m'}m'^2P(m')=m^2\cos^2\beta+\tfrac12\left[j(j+1)-m^2\right]\sin^2\beta .$$

**(b)** For $j=2$, $m=1$, $\beta=60^\circ$, find the five probabilities without a table of d-functions, and check both formulas by direct summation.

## Hints

1. Which measurement, on which state, has the outcome probabilities $P(m')$?
2. The sums are expectation values in a rotated state. Move the rotation from the state to the operator, and find the rotated operator from a differential equation in $\beta$.
3. Write $J_x$ in terms of $J_+$ and $J_-$. Which products of these have diagonal elements between states of definite $m$?
4. For (b), the rotated state is an eigenvector of the angular momentum component along the rotated axis. Write that eigenvalue equation in the $J_z$ basis and start at the largest $m'$.

## Solution of (a)

**The meaning of $P$.** Since $J_y=(J_+-J_-)/(2i)$, the exponent $-i\beta J_y=-\beta(J_+-J_-)/2$ has real matrix elements. The d-functions are therefore real, and their squares are squared moduli. Let

$$|\psi\rangle=e^{-i\beta J_y}|jm\rangle .$$

Its component along $|jm'\rangle$ is $d^j_{m'm}(\beta)$, so $P(m')$ is the probability of finding the value $m'$ when $J_z$ is measured in the rotated state. The rotation commutes with $J^2$ and does not lead out of the states with the given $j$. It is also unitary, so $\sum_{m'}P(m')=\langle\psi|\psi\rangle=1$. For any power $k$,

$$\sum_{m'}m'^kP(m')=\langle\psi|J_z^k|\psi\rangle=\langle jm|\,[J_z(\beta)]^k\,|jm\rangle,$$

$$J_z(\beta)=e^{i\beta J_y}J_ze^{-i\beta J_y}.$$

The power can be taken outside the rotation because the exponentials between neighbouring factors cancel.

**The rotated operator.** Define $J_x(\beta)$ in the same way. Differentiation brings down a commutator with $J_y$:

$$\frac{dJ_z(\beta)}{d\beta}=e^{i\beta J_y}\,i[J_y,J_z]\,e^{-i\beta J_y}=i\cdot i\,J_x(\beta)=-J_x(\beta),$$

$$\frac{dJ_x(\beta)}{d\beta}=e^{i\beta J_y}\,i[J_y,J_x]\,e^{-i\beta J_y}=i\cdot(-i)\,J_z(\beta)=J_z(\beta).$$

Hence $J_z''(\beta)=-J_z(\beta)$, with $J_z(0)=J_z$ and $J_z'(0)=-J_x$. The solution is

$$J_z(\beta)=J_z\cos\beta-J_x\sin\beta .$$

**The mean.** In $J_x=(J_++J_-)/2$ each term changes $m$ by one, so $\langle jm|J_x|jm\rangle=0$. What remains is

$$\langle m'\rangle=m\cos\beta .$$

**The second moment.** $J_z$ and $J_x$ do not commute, so the square keeps both orders of the mixed product:

$$[J_z(\beta)]^2=J_z^2\cos^2\beta+J_x^2\sin^2\beta-(J_zJ_x+J_xJ_z)\sin\beta\cos\beta .$$

In $|jm\rangle$ the operator $J_z$ can act to the left in the first mixed product and to the right in the second. Both give the factor $m$, and the bracket has the expectation value $2m\langle J_x\rangle=0$. For the $J_x^2$ term, write

$$J_x^2=\tfrac14\left(J_+^2+J_-^2+J_+J_-+J_-J_+\right).$$

The first two terms change $m$ by two and have no diagonal element. With $J_\pm=J_x\pm iJ_y$, the other two are

$$J_+J_-=J_x^2+J_y^2-i[J_x,J_y]=J^2-J_z^2+J_z,$$

$$J_-J_+=J_x^2+J_y^2+i[J_x,J_y]=J^2-J_z^2-J_z .$$

Their sum is $2(J^2-J_z^2)$, and therefore

$$\langle jm|J_x^2|jm\rangle=\tfrac12\left[j(j+1)-m^2\right].$$

Inserting this gives the stated second moment. Subtracting the squared mean gives the variance

$$\sigma^2=\tfrac12\left[j(j+1)-m^2\right]\sin^2\beta .$$

**Limits.** At $\beta=0$ and $\beta=\pi$ the variance vanishes, and the outcome is certain: $m$ in the first case, $-m$ in the second. At $\beta=\pi/2$ the mean is zero. For $m=j$ the bracket is $j(j+1)-j^2=j$, so $\sigma=\sqrt{j/2}\,|\sin\beta|$. Relative to $j$ this width falls as $1/\sqrt{j}$, and for large $j$ the state resembles a classical vector with a well-defined direction. For $m=0$, in contrast, $\sigma=\sqrt{j(j+1)/2}\,|\sin\beta|$ grows in proportion to $j$ when $j$ is large.

## Solution of (b)

**The recurrence.** Changing $\beta$ to $-\beta$ in the rotated operator gives

$$e^{-i\beta J_y}J_ze^{i\beta J_y}=J_z\cos\beta+J_x\sin\beta .$$

Acting on $|\psi\rangle=e^{-i\beta J_y}|jm\rangle$, the left side gives $e^{-i\beta J_y}J_z|jm\rangle=m|\psi\rangle$. So $|\psi\rangle$ is an eigenvector of the right side with eigenvalue $m$. Let $c_{m'}$ be its components up to a common factor. Since $\langle m'|J_-|m'+1\rangle=A_{m'}$ and $\langle m'|J_+|m'-1\rangle=A_{m'-1}$, row $m'$ of the eigenvalue equation is

$$(m'\cos\beta-m)\,c_{m'}+\tfrac12\sin\beta\left[A_{m'}c_{m'+1}+A_{m'-1}c_{m'-1}\right]=0 .$$

Here $\cos\beta=\tfrac12$ and $\tfrac12\sin\beta=\sqrt3/4$. For $j=2$ the coefficients are $A_1=A_{-2}=2$ and $A_0=A_{-1}=\sqrt6$. Set $c_2=1$ and go down.

- Row $2$: $(1-1)c_2+\frac{\sqrt3}{4}\,2c_1=0$, so $c_1=0$.
- Row $1$: $-\frac12c_1+\frac{\sqrt3}{4}(2c_2+\sqrt6\,c_0)=0$, so $c_0=-2/\sqrt6=-0.8165$.
- Row $0$: $-c_0+\frac{\sqrt3}{4}(\sqrt6\,c_1+\sqrt6\,c_{-1})=0$, so $c_{-1}=\frac{4c_0}{3\sqrt2}=-\frac{4}{3\sqrt3}=-0.7698$.
- Row $-1$: $-\frac32c_{-1}+\frac{\sqrt3}{4}(\sqrt6\,c_0+2c_{-2})=0$. With $\sqrt6\,c_0=-2$ this becomes $-2+2c_{-2}=\frac{4}{\sqrt3}\cdot\frac32c_{-1}=-\frac83$, so $c_{-2}=-\frac13$.

Row $-2$ has not been used and serves as a check:

$$(-1-1)\left(-\tfrac13\right)+\tfrac{\sqrt3}{4}\cdot2\left(-\tfrac{4}{3\sqrt3}\right)=\tfrac23-\tfrac23=0 .$$

**The probabilities.** The squares add up to

$$1+0+\tfrac23+\tfrac{16}{27}+\tfrac19=\tfrac{64}{27}=2.3704 .$$

Dividing each square by this sum gives

| $m'$ | $P(m')$ | decimal |
|---|---|---|
| $2$ | $27/64$ | 0.4219 |
| $1$ | $0$ | 0 |
| $0$ | $18/64$ | 0.2813 |
| $-1$ | $16/64$ | 0.2500 |
| $-2$ | $3/64$ | 0.0469 |

The recurrence fixes the components only up to a common factor. For the d-functions this factor is negative, $d^2_{m'1}(60^\circ)=-\sqrt{27/64}\,c_{m'}=-0.6495\,c_{m'}$; the squares are not affected by the sign.

**The check.** Direct summation gives

$$\langle m'\rangle=\frac{2\cdot27-16-2\cdot3}{64}=\frac{32}{64}=0.5,$$

$$\langle m'^2\rangle=\frac{4\cdot27+16+4\cdot3}{64}=\frac{136}{64}=2.125 .$$

The formulas give $1\cdot\frac12=0.5$ and $\frac14+\frac12(6-1)\cdot\frac34=0.25+1.875=2.125$, in agreement.

**Reading the numbers.** The original value $m'=1$ is never found at this angle. The top row of the recurrence shows why: the factor $j\cos\beta-m=2\cdot\frac12-1$ vanishes, and this forces $c_{j-1}=c_1=0$. The mean of $0.5$ is not a possible outcome either. It is an average over widely scattered results, with standard deviation $\sqrt{1.875}=1.37$. The two moments give the centre and the width of the distribution. Together with the normalization they are only three conditions on five probabilities, so here they do not determine its shape.

## Variation 1: a superposition of two values of m

*Rotate $(|2,1\rangle+|2,0\rangle)/\sqrt2$ by $60^\circ$ about $y$. Is the mean of $J_z$ still $\langle J_z\rangle\cos\beta$, with $\langle J_z\rangle$ taken before the rotation?*

The operator identity holds for any initial state, so the new mean is $\langle J_z\rangle\cos\beta-\langle J_x\rangle\sin\beta$. Before the rotation, $\langle J_z\rangle=\frac12(1+0)=0.5$. The two components are neighbours in $m$, and $J_x$ connects them:

$$\langle J_x\rangle=\tfrac12\left(\langle1|J_x|0\rangle+\langle0|J_x|1\rangle\right)=\tfrac12\cdot2\cdot\tfrac{\sqrt6}{2}=1.2247 .$$

The new mean is $0.25-1.2247\cdot0.8660=-0.8107$, whereas $\langle J_z\rangle\cos\beta=0.25$. The answer is no. This state has a mean angular momentum along $x$, and the rotation turns that part towards $-z$. In a state of definite $m$, $\langle J_x\rangle=0$, and this is why only the cosine term remains in the mean found in (a).

## Variation 2: the classical cone

*Take a classical vector of length $\sqrt{j(j+1)}$ whose component along an axis tilted by $\beta$ from $z$ is $m$, with all azimuths $\varphi$ about that axis equally likely. Which of the first three moments of its $z$-component agree with quantum mechanics?*

The part of the vector perpendicular to the tilted axis has length $\sqrt{j(j+1)-m^2}$, and the $z$ direction has a perpendicular part of length $\sin\beta$. The $z$-component is therefore $a+b\cos\varphi$ with

$$a=m\cos\beta,\qquad b=\sqrt{j(j+1)-m^2}\,\sin\beta .$$

The averages of $\cos\varphi$, $\cos^2\varphi$ and $\cos^3\varphi$ are $0$, $\frac12$ and $0$. The moments are then $a$, $a^2+\frac12b^2$ and $a^3+\frac32ab^2$. The first two are the quantum results of (a).

For the third quantum moment, expand $(J_z\cos\beta-J_x\sin\beta)^3$. Terms with an odd number of factors $J_x$ have no diagonal element. Put $Y=j(j+1)-m^2$. The products $J_zJ_x^2$ and $J_x^2J_z$ each contribute $\frac12mY$. In the third ordering $J_z$ acts on the shifted states, and with $A_{m-1}^2=Y+m$ and $A_m^2=Y-m$,

$$\langle J_xJ_zJ_x\rangle=\tfrac14\left[(m-1)(Y+m)+(m+1)(Y-m)\right]=\tfrac12m(Y-1).$$

The three orderings add up to $\frac32mY-\frac12m$, so that

$$\langle m'^3\rangle=a^3+\tfrac32ab^2-\tfrac12m\cos\beta\sin^2\beta .$$

The last term is absent from the classical picture and comes from the order of the operators. In the example of (b), the cone gives $0.125+\frac32\cdot0.5\cdot3.75=2.9375$, while the five probabilities give $(8\cdot27-16-8\cdot3)/64=2.75$. The cone reproduces the mean and the second moment for every $j$, $m$ and $\beta$. The third moment agrees only where $m\cos\beta\sin^2\beta=0$.

## Computed values

```
general test: largest j = 6, cases (j, m, beta) = 637
general test: largest error below 1e-10: True
example: j = 2, m = 1, beta = 60 degrees
cos(beta) = 0.500000, sin(beta) = 0.866025
m', recurrence c (c_2 = 1), d-function, probability (no units):
  +2  +1.000000  -0.649519  0.421875
  +1  +0.000000  +0.000000  0.000000
  +0  -0.816497  +0.530330  0.281250
  -1  -0.769800  +0.500000  0.250000
  -2  -0.333333  +0.216506  0.046875
sum of squared recurrence c = 2.370370
left-over row m' = -2 is zero within 1e-12: True
sum of probabilities = 1.000000
mean, direct sum = 0.500000 hbar
mean, formula = 0.500000 hbar
second moment, direct sum = 2.125000 hbar^2
second moment, formula = 2.125000 hbar^2
  part m^2 cos^2 = 0.250000 hbar^2
  part with sin^2 = 1.875000 hbar^2
variance, direct sum = 1.875000 hbar^2
standard deviation = 1.369306 hbar
classical cone: mean = 0.500000 hbar
classical cone: second moment = 2.125000 hbar^2
third moment, quantum = 2.750000 hbar^3
third moment, classical cone = 2.937500 hbar^3
superposition: <J_z> before rotation = 0.500000 hbar
superposition: <J_x> before rotation = 1.224745 hbar
superposition: <J_z> cos(beta) = 0.250000 hbar
superposition: mean after rotation = -0.810660 hbar
```
